# The Thompson–Spaepen Driving Force for Crystallization Compared with Linear Undercooling, part 1

(Sections cited here and not found follow in the second part.)

## From the heat capacities to the Thompson–Spaepen formula

Let $g$, $h$, $s$ and $c_p$ be the Gibbs energy, enthalpy, entropy and heat capacity per atom at a fixed pressure. The symbol $\Delta$ in front of any of them means the value for the liquid minus the value for the crystal at the same temperature $T$. The melting temperature is $T_m$, the heat of fusion is $\Delta h_m=\Delta h(T_m)$, the entropy of fusion is $\Delta s_m=\Delta s(T_m)$, and the undercooling is $\Delta T=T_m-T$. The last symbol is an exception to the rule for $\Delta$: it is a difference of temperatures, not of phases. The driving force for crystallization is

$$
\Delta g(T)=g_{\rm liq}(T)-g_{\rm cry}(T)=\Delta h(T)-T\,\Delta s(T).
$$

With this sign, $\Delta g$ is positive when the crystal is the stable phase, and it is the Gibbs energy released when one atom passes from the liquid to the crystal. Two conditions are assumed. The crystal has the same composition as the liquid, so that no term for the mixing or separation of elements enters. The undercooled liquid is in metastable equilibrium: it has not crystallized, but its structure has had time to adjust to the temperature, so that $g_{\rm liq}(T)$ is a function of temperature alone. In a phase-change memory cell the second condition can hold while a molten region cools, and it fails once the structure freezes into a glass.

At the melting temperature the two phases coexist, so $\Delta g(T_m)=0$. The definition of $\Delta g$ then gives $\Delta h_m-T_m\Delta s_m=0$, or

$$
\Delta s_m=\frac{\Delta h_m}{T_m}.
$$

Below $T_m$ both $\Delta h$ and $\Delta s$ change, because the two phases have different heat capacities. At constant pressure each phase obeys $dh/dT=c_p$ and $ds/dT=c_p/T$. Subtracting the crystal from the liquid gives the same relations for the differences. Integration from $T$ up to $T_m$ yields $\Delta h_m-\Delta h(T)$ and $\Delta s_m-\Delta s(T)$, so that

$$
\Delta h(T)=\Delta h_m-\int_T^{T_m}\Delta c_p(T')\,dT',
$$

$$
\Delta s(T)=\Delta s_m-\int_T^{T_m}\frac{\Delta c_p(T')}{T'}\,dT'.
$$

If the liquid has the larger heat capacity, it loses enthalpy and entropy faster than the crystal on cooling, and both differences shrink. Inserting the two results in $\Delta g=\Delta h-T\Delta s$ gives

$$
\Delta g(T)=\Delta h_m-T\Delta s_m-\int_T^{T_m}\Delta c_p(T')\left(1-\frac{T}{T'}\right)dT'.
$$

The first two terms combine, since $\Delta h_m=T_m\Delta s_m$, into $(T_m-T)\Delta s_m$. Therefore

$$
\Delta g(T)=\Delta s_m\,\Delta T-\int_T^{T_m}\Delta c_p(T')\,\frac{T'-T}{T'}\,dT'. \tag{1}
$$

No approximation has been made beyond the conditions stated. Equation (1) separates what is known from melting alone, the first term, from what requires the heat capacity of the undercooled liquid, the second.

The weight $(T'-T)/T'=1-T/T'$ in the integral is zero at the lower limit and rises with $T'$, because its derivative $T/T'^2$ is positive. Its largest value, reached at $T'=T_m$, is $\Delta T/T_m$. Two consequences follow. The heat-capacity difference close to melting counts more than the same difference close to $T$. And the correction to $\Delta g$ is much smaller than the correction to $\Delta h$ at modest undercooling, because the loss of enthalpy is largely cancelled by the loss of $T\Delta s$.

The simplest approximation drops the integral:

$$
\Delta g_{\rm lin}(T)=\Delta s_m\,\Delta T=\frac{\Delta h_m\,\Delta T}{T_m}. \tag{2}
$$

This is the linear-undercooling expression. It treats $\Delta h$ and $\Delta s$ as constants equal to their values at melting. Since the weight in equation (1) is not negative, a liquid with $\Delta c_p\ge 0$ between $T$ and $T_m$ has $\Delta g(T)\le\Delta g_{\rm lin}(T)$. For such a liquid the linear expression is an upper bound on the driving force.

The next approximation takes $\Delta c_p$ as a constant. It is convenient to measure it in units of the entropy of fusion, which has the same dimension:

$$
\Delta c_p=\kappa\,\Delta s_m .
$$

The integral in equation (1) is then elementary,

$$
\int_T^{T_m}\left(1-\frac{T}{T'}\right)dT'=\Delta T-T\ln\frac{T_m}{T}\equiv A(T),
$$

and the driving force becomes

$$
\Delta g_\kappa(T)=\Delta s_m\left[\Delta T-\kappa A(T)\right]. \tag{3}
$$

The number $\kappa$ is a property of the material and has to be measured or computed. The Thompson–Spaepen formula is meant for the case in which it is not known, and it fixes $\kappa$ by an assumption: $\kappa=1$, that is, $\Delta c_p=\Delta s_m$. No law of thermodynamics requires this equality. Its meaning can be read from the enthalpy and entropy differences for constant $\kappa$,

$$
\Delta h(T)=\Delta s_m\left[T_m-\kappa(T_m-T)\right],
$$

$$
\Delta s(T)=\Delta s_m\left[1-\kappa\ln\frac{T_m}{T}\right].
$$

The entropy difference vanishes at $T=T_m e^{-1/\kappa}$. A liquid with small $\kappa$ keeps its excess entropy down to low temperature, and one with large $\kappa$ loses it soon after passing below melting. The choice $\kappa=1$ places the loss at $T_m/e$, and it makes the enthalpy difference proportional to temperature, $\Delta h=\Delta s_m T$. It thus describes a liquid that, at $T=2T_m/3$, has lost one third of its excess enthalpy and about 40 per cent of its excess entropy. Whether a given liquid behaves in this way is a question for its measured heat capacity.

With $\kappa=1$ the two terms $\Delta T$ in equation (3) cancel, because $\Delta T-A=T\ln(T_m/T)$, and there remains

$$
\Delta g_{\ln}(T)=\Delta s_m\,T\ln\frac{T_m}{T}. \tag{4}
$$

The last step replaces the logarithm by a rational function. Define

$$
z=\frac{T_m-T}{T_m+T}=\frac{\Delta T}{T_m+T},
$$

which runs from 0 at melting to 1 at zero temperature. Then $1+z=2T_m/(T_m+T)$ and $1-z=2T/(T_m+T)$, so their quotient is $T_m/T$. Hence

$$
\ln\frac{T_m}{T}=\ln\frac{1+z}{1-z}=2\,{\rm artanh}\,z
=2\left(z+\frac{z^3}{3}+\frac{z^5}{5}+\dots\right).
$$

The series follows from integrating $2/(1-z^2)=2(1+z^2+z^4+\dots)$ term by term for $0\le z<1$. It contains odd powers alone, so the first neglected term is of third order. Keeping $2z$ means

$$
\ln\frac{T_m}{T}\approx\frac{2\,\Delta T}{T_m+T}. \tag{5}
$$

The same expression results from the midpoint rule for $\int_T^{T_m}dT'/T'$: the width of the interval is $\Delta T$, and the integrand at its centre is $2/(T_m+T)$. Inserting (5) in (4) gives the Thompson–Spaepen driving force,

$$
\Delta g_{\rm TS}(T)=\frac{\Delta h_m\,\Delta T}{T_m}\,\frac{2T}{T_m+T}. \tag{6}
$$

The first factor is the linear expression. The second equals $1-z$, so that

$$
\Delta g_{\rm TS}=\Delta g_{\rm lin}\,(1-z). \tag{7}
$$

The fraction by which the linear value is reduced is therefore $z$, which at small undercooling is close to $\Delta T/(2T_m)$.

The choice of $z$ as the expansion variable matters. Let $x=\Delta T/T_m$, so that $\ln(T_m/T)=-\ln(1-x)=x+x^2/2+x^3/3+\dots$. Stopping this series after the second term leaves an error whose leading part is $x^3/3$. In the variable $z$ the leading error is $2z^3/3$, and since $z=x/(2-x)\approx x/2$ this is $x^3/12$. One term in $z$ thus has a leading error four times smaller than two terms in $x$.

The error of (6) relative to its parent formula (4) is known in closed form. Dividing (4) by (6) gives

$$
\frac{\Delta g_{\ln}}{\Delta g_{\rm TS}}=\frac{{\rm artanh}\,z}{z}=1+\frac{z^2}{3}+\frac{z^4}{5}+\dots \tag{8}
$$

All terms are positive, so $\Delta g_{\rm TS}$ lies below $\Delta g_{\ln}$ at every temperature between zero and melting. As $T\to0$ the ratio grows without limit, although both driving forces tend to zero: (4) behaves as $\Delta s_m T\ln(T_m/T)$ and (6) as $2\Delta s_m T$. This limit has no physical use, because an equilibrium liquid is not available there.

A numerical case shows the sizes. Take the round model values $T_m=900$ K and $\Delta h_m=0.120$ eV per atom (11.58 kJ/mol). Then $\Delta s_m=0.120/900$ eV/K $=0.1333$ meV/K, or $1.55\,k_B$ with $k_B$ the Boltzmann constant. At $T=600$ K the undercooling is 300 K and $z=300/1500=0.200$. The linear expression gives $0.1333\times300=40.00$ meV per atom. The Thompson–Spaepen formula multiplies this by $1200/1500=0.800$ and gives 32.00 meV. The logarithmic form (4) gives 32.44 meV, in agreement with the ratio 1.0137 from (8). The replacement of the logarithm costs 1.4 per cent here, while the heat-capacity term as a whole lowers the linear value by about 19 per cent.

The cancellation between enthalpy and entropy is visible in the same case. For $\kappa=1$ the enthalpy difference falls from 120 meV at melting to $\Delta s_m T=80$ meV at 600 K, a loss of 40 meV. The driving force is lowered by only $40.00-32.44=7.56$ meV relative to the linear value.

Equation (6) was reached through two approximations, a constant $\Delta c_p$ and a truncated logarithm. It can also be read as the exact driving force of a liquid whose heat-capacity difference from the crystal varies with temperature in a particular way. From $dg/dT=-s$ for each phase and $ds/dT=c_p/T$ it follows that

$$
\frac{d\Delta g}{dT}=-\Delta s,\qquad \frac{d^2\Delta g}{dT^2}=-\frac{\Delta c_p}{T}. \tag{9}
$$

To differentiate (6), put $u=T+T_m$. Then $T=u-T_m$ and $\Delta T=2T_m-u$, and the product is $T\,\Delta T=-u^2+3T_mu-2T_m^2$. Dividing by $u$ gives

$$
\Delta g_{\rm TS}=2\Delta s_m\left(3T_m-u-\frac{2T_m^2}{u}\right).
$$

Since $du/dT=1$, the first derivative is $2\Delta s_m(-1+2T_m^2/u^2)$, and (9) yields

$$
\Delta s_{\rm TS}(T)=2\Delta s_m\left[1-\frac{2T_m^2}{(T+T_m)^2}\right]. \tag{10}
$$

At $T_m$ the bracket is $1/2$, so $\Delta s_{\rm TS}(T_m)=\Delta s_m$ as it must be. One more derivative, multiplied by $T$, gives the implied heat-capacity difference

$$
\Delta c_p^{\rm TS}(T)=\frac{8\,\Delta s_m\,T\,T_m^2}{(T+T_m)^3}. \tag{11}
$$

With $t=T/T_m$ this is $\Delta s_m$ times $8t/(1+t)^3$, whose derivative $8(1-2t)/(1+t)^4$ changes sign at $t=1/2$. On cooling, the implied difference starts at $\Delta s_m$, rises to $32\Delta s_m/27=1.185\,\Delta s_m$ at $T_m/2$, and then falls. It returns to $\Delta s_m$ where $(1+t)^3=8t$, that is, where

$$
t^3+3t^2-5t+1=(t-1)(t^2+4t-1)=0 .
$$

The root below melting is $t=\sqrt5-2$, which is 212.5 K in the model. Between this temperature and $T_m$ the implied difference stays within the range from $\Delta s_m$ to $1.185\,\Delta s_m$.

The Thompson–Spaepen formula therefore has the right value and slope at melting, and it belongs to a smooth positive $\Delta c_p$. By equation (10) its entropy difference is negative below $(\sqrt2-1)T_m$, so the formula should not be taken as a description of the liquid down to low temperature. Its accuracy for a real liquid depends on how close the real $\Delta c_p$ is to (11). Writing equation (1) once for the real liquid and once for (11), and subtracting, gives

$$
\Delta g_{\rm TS}-\Delta g=\int_T^{T_m}\left[\Delta c_p-\Delta c_p^{\rm TS}\right]\frac{T'-T}{T'}\,dT'. \tag{12}
$$

If the bracket is nowhere larger in magnitude than $\delta\,\Delta s_m$, the error is at most $\delta\,\Delta s_mA(T)$. In the model at 600 K, $\Delta s_mA$ is the 7.56 meV found above. A heat-capacity difference that stays within $0.1\,\Delta s_m$ of (11) then gives an error of at most 0.76 meV, or 2.4 per cent of the Thompson–Spaepen value.

The Thompson–Spaepen formula follows from the assumption $\Delta c_p=\Delta s_m$ and a truncated logarithm, and its accuracy for a real liquid depends on how close the real $\Delta c_p$ is to equation (11). It remains to find when it is better than the linear expression, and how the choice between them affects calculated nucleation and growth.
